# k-mesh error of the Green function along a complex energy contour

A simple cubic crystal has one s band with hopping $t=0.02$ hartree and lattice constant $a=6$ bohr. Its occupation is found by integrating the Green function along a semicircle in the complex energy plane, with 12 energy points. At a point near the top of the arc, a mesh of 10 k points per axis is guaranteed to be good enough. At the last point, which lies 0.0017 hartree above the real axis, the same guarantee takes 306 points per axis. The first point lies at the same height, yet 11 points suffice there. What sets these numbers?

## Back of the envelope

Let $z=E+i\eta$ with $\eta>0$. In atomic units ($\hbar=1$),

$$\frac{1}{z-\varepsilon}=-i\int_0^\infty d\tau\,e^{i(E-\varepsilon)\tau}e^{-\eta\tau}.$$

The Green function thus follows an electron in time, with an amplitude damped at the rate $\eta$. A mesh of $N$ k points per axis that includes $k=0$ describes a crystal that closes on itself after $N$ cells; shifting the mesh only adds a phase where the crystal closes. The mesh error comes from electrons that travel the distance $Na$ and arrive at a periodic image of their starting point. At speed $v$ this takes a time $Na/v$, so that

$$\text{error}\sim e^{-Na\eta/v}.$$

At the last contour point $v=0.24$ atomic units, and $\eta a/v=0.00174\times6/0.24\approx0.0435$. To reduce the error by a factor of $10^6$ we need $N\approx13.8/0.0435\approx 320$, which is the right size.

The argument leaves open which velocity counts in three dimensions, what stands in front of the exponential, and what happens where $v$ vanishes or $\eta$ is large.

## One dimension: the error is a sum over images

Take one isolated band $\varepsilon(k)$, analytic in $k$, periodic with period $2\pi/a$, and even. The zone average and its mesh version are

$$G(z)=\frac{a}{2\pi}\int_{-\pi/a}^{\pi/a}\frac{dk}{z-\varepsilon(k)},\qquad G_N(z)=\frac1N\sum_{j=0}^{N-1}\frac{1}{z-\varepsilon(k_j)},$$

with $k_j=k_0+2\pi j/(Na)$. The integrand is periodic, so it has the Fourier series

$$\frac1{z-\varepsilon(k)}=\sum_n g(na)e^{-ikna},\qquad g(R)=\frac{a}{2\pi}\int_{-\pi/a}^{\pi/a}\frac{e^{ikR}\,dk}{z-\varepsilon(k)}.$$

The mesh average of $e^{-ikna}$ is $e^{-ik_0na}$ if $n$ is a multiple of $N$, and zero otherwise, because the phases then sum to zero around the unit circle. The term $n=0$ is $G$ itself. Hence

$$G_N-G=\sum_{m\neq0}g(mNa)\,e^{-imNak_0}.$$

These are the periodic images of the estimate.

To find how $g(R)$ decays for $R=na>0$, move the integration path up to $\mathrm{Im}\,k=s$. The two vertical sides cancel by periodicity, and the factor $e^{ikR}$ shrinks to $e^{-sR}$. We assume that $\varepsilon$ itself has no singularity in the strip crossed, as holds for one orbital per cell with hopping of finite range. The move is then free until the path meets a pole, that is, a complex $q$ with $\varepsilon(q)=z$. No pole lies on the real axis, since $\varepsilon$ is real there and $z$ is not. Near a simple pole $z-\varepsilon(k)\approx-\varepsilon'(q)(k-q)$, so passing it contributes

$$\frac{a}{2\pi}\,2\pi i\left(-\frac{e^{iqR}}{\varepsilon'(q)}\right)=-\frac{ia\,e^{iqR}}{\varepsilon'(q)}.$$

Its modulus falls as $e^{-\kappa R}$ with $\kappa=\mathrm{Im}\,q$, and the nearest pole gives the slowest decay. Since the band is even, $g(-R)=g(R)$. The mesh error therefore decays as $e^{-Na\kappa}$. A shift $k_0$ can make the two nearest images cancel, which reduces the error further.

A numerator that is analytic and periodic in the strip up to the pole, such as a smooth orbital weight, multiplies the residue by its value at the pole. It changes the prefactor and leaves $\kappa$ as it is, provided it does not vanish at the pole.

With several orbitals per cell, a single band has branch points at complex $k$ where it meets another band, even for hopping of finite range. If such a point lies nearer the real axis than the pole, it limits the decay of the one-band average. For a chain of two-site cells with alternating hoppings $t_1>t_2$, the band $-\sqrt{t_1^2+t_2^2+2t_1t_2\cos ka}$ has branch points at $|\mathrm{Im}\,k|\,a=\ln(t_1/t_2)$. They cancel in the sum over both bands, whose mesh error is again set by the poles.

## When $\kappa$ equals $\eta/v$

Let $k$ be a real momentum with $\varepsilon(k)=E$ and slope $v=\varepsilon'(k)>0$. If the band crosses $E$ at several such momenta, each gives a pole, and for small $\eta$ the one with the largest slope lies nearest the axis and sets $\kappa$. Put $q=k+\delta$ and expand $\varepsilon(q)=E+i\eta$:

$$v\,\delta+\tfrac12\varepsilon''\delta^2+\dots=i\eta .$$

To first order $\delta=i\eta/v$. Inserting this in the quadratic term gives the next contribution,

$$\delta_2=-\frac{\varepsilon''}{2v}\left(\frac{i\eta}{v}\right)^2=\frac{\varepsilon''\eta^2}{2v^3},$$

which is real and does not affect the decay. In general $\delta$ is a power series in $i\eta$ with real coefficients, so only odd powers of $\eta$ enter its imaginary part:

$$\kappa=\frac{\eta}{v}\left[1+O(\eta^2)\right].$$

The expansion needs $\eta|\varepsilon''|/v^2\ll1$, and the higher terms, such as $\eta^2|\varepsilon'''|/v^3$, must be small as well. The first condition already fails at a band edge, where $v$ vanishes. At the lower edge, with $k$ measured from the minimum, $\varepsilon\approx E+k^2/2m$ with $m>0$, and $q^2=2im\eta$ gives $q=\sqrt{2m\eta}\,e^{i\pi/4}$, hence

$$\kappa=\sqrt{m\eta}.$$

At the upper edge $m$ is negative, and $|m|$ takes its place. As $\eta\to0$ this $\kappa$ is much larger than a term linear in $\eta$. Slow electrons reach the images late, and a coarser mesh will do.

For the chain $\varepsilon=-2t\cos ka$ with the same $t$ and $a$, at $E=-0.02$ and $\eta=0.002$ hartree, $\eta a/v=0.05774$ while $\kappa a=0.05767$. The linear law is off by 0.1 % of its value. At the band edge, with the same $\eta$, $\kappa a=0.225$. There the mass is $m=1/(2ta^2)$, and the edge formula gives $\sqrt{\eta/2t}=\sqrt{0.05}\approx0.224$.

## The cosine chain in closed form

For this chain $\varepsilon'(q)=2ta\sin qa$. One period of the upper half plane holds a single pole, and the path can be moved to $+i\infty$, where the integrand vanishes. The residue is then the whole answer:

$$g(na)=-\frac{i\,e^{iqa|n|}}{2t\sin qa}=\frac{e^{iqa|n|}}{2it\sin qa},\qquad z=-2t\cos qa,\quad \mathrm{Im}\,q=\kappa>0 .$$

Let $x=e^{iqNa}$, so that $|x|=e^{-N\kappa a}$. Without a shift, positive and negative $m$ contribute equally, and the geometric series gives

$$G_N-G=2g(0)\frac{x}{1-x}.$$

With any shift, the triangle inequality gives

$$|G_N-G|\le2|g(0)|\sum_{m=1}^\infty|x|^m=\frac{2|g(0)|}{e^{N\kappa a}-1}.\tag{1}$$

At the chain energy used above, $|G|=|g(0)|=28.8$ hartree$^{-1}$. For $N=80$ we have $N\kappa a=4.61$, and the bound is $57.6/99.9\approx0.58$ hartree$^{-1}$; the actual error is 0.57. For $N=10$ the exponent is 0.58 and the error is 23.7 hartree$^{-1}$, comparable with $|G|$. The exponential regime begins when $N\kappa a$ exceeds about one.

## Three dimensions

Now let $\varepsilon(\mathbf k)=-2t\sum_{i=1}^{d}\cos k_ia$, with $N$ points along each axis. Write $I_i$ for the exact average over $k_i$ and $Q_i$ for its mesh average. For $d=3$, adding and subtracting mixed products gives

$$Q_1Q_2Q_3-I_1I_2I_3=(Q_1-I_1)Q_2Q_3+I_1(Q_2-I_2)Q_3+I_1I_2(Q_3-I_3).$$

Each term is a one-dimensional error, averaged over the other momenta with positive weights that sum to one. Its modulus cannot exceed the largest one-dimensional error. With the other momenta held fixed, their energy $\varepsilon_\perp$ merely shifts $z$: we have the chain at $z'=z-\varepsilon_\perp$, where $\varepsilon_\perp$ lies between $-2t(d-1)$ and $2t(d-1)$.

We need the smallest decay constant $\kappa'$ among these chains. Write $q'a=\theta+iy$ with $y=\kappa'a$. Since $|\sin(\alpha+i\beta)|^2=\sin^2\alpha+\sinh^2\beta$,

$$|\cos q'a-1|=2\left|\sin\tfrac{q'a}{2}\right|^2=2\sin^2\tfrac\theta2+2\sinh^2\tfrac y2=\cosh y-\cos\theta .$$

In the same way $|\cos q'a+1|=\cosh y+\cos\theta$. Adding the two and using $z'=-2t\cos q'a$,

$$|z'-2t|+|z'+2t|=4t\cosh\kappa'a .$$

At fixed $\eta$ the left side is a convex and even function of $\mathrm{Re}\,z'=E-\varepsilon_\perp$. It is smallest when $\varepsilon_\perp$ is as near to $E$ as it can be. Call this value $c$: it is $E$ itself if $|E|\le2t(d-1)$, and otherwise the nearer end of that interval. The smallest decay constant is

$$\kappa a=\left|\mathrm{Im}\arccos\frac{z-c}{2t}\right|.\tag{2}$$

If $c=E$, the two distances are both $\sqrt{\eta^2+4t^2}$, so $\cosh\kappa a=\sqrt{1+\eta^2/4t^2}$ and

$$\sinh\kappa a=\frac{\eta}{2t}.$$

This also identifies the velocity. On the surface $\varepsilon=E$ we have $\cos k_xa=-(E-\varepsilon_\perp)/2t$, and therefore

$$|v_x|=2ta|\sin k_xa|=a\sqrt{4t^2-(E-\varepsilon_\perp)^2}.$$

Its largest value has $\varepsilon_\perp=c$, provided $|E-c|<2t$:

$$v=a\sqrt{4t^2-(E-c)^2},\qquad \kappa\approx\eta/v\quad\text{for small }\eta .$$

So the $v$ that enters the bound is the largest velocity component along a mesh axis, not the largest speed. At $E=0$ the speed reaches $2\sqrt3\,ta$ along the cube diagonal, but the image in that direction is $\sqrt3\,Na$ away. The travel time is the same as along an axis at speed $2ta$.

It remains to bound the prefactor in (1). Since $|\sin q'a|\ge\sinh\kappa'a$, we have $2|g(0)|=1/(t|\sin q'a|)\le1/(t\sinh\kappa'a)$. Replacing $\kappa'$ by its smallest value $\kappa$ can only raise the bound, and there are $d$ terms:

$$|G_N-G|\le\frac{d}{t\sinh(\kappa a)\left(e^{N\kappa a}-1\right)}.\tag{3}$$

This holds for every $N$ and every $\eta>0$ in this model. It is an upper limit, so the true decay might have been faster. At $E=0$ and $\kappa a=0.200$, the error falls from $3.0\times10^{-4}$ to $9.9\times10^{-9}$ hartree$^{-1}$ between $N=48$ and $N=96$, an average rate of 0.215 per mesh point. Using the full speed $2\sqrt3\,ta$ would have predicted $\eta/(2\sqrt3\,t)\approx0.116$. The small excess over 0.200 amounts to a further factor of about two over the doubling of $N$. A prefactor falling roughly as $1/N$ would produce it, but two meshes do not establish that law. At $E=0$ some states with the largest $v_x$ head straight for an image. Those with $k_xa=\pi/2$, $k_ya=0$, $k_za=\pi$ move along $x$ at speed $2ta$ toward the nearest image. Those with all $k_ia=\pi/2$ move along the cube diagonal and arrive at the diagonal images in the same time; in this example the eight diagonal images carry more of the error than the six on the axes. For $4t\le|E|<6t$ the largest $v_x$ has $\varepsilon_\perp=\pm4t$, so $k_y$ and $k_z$ are both $0$ or both $\pi/a$, the transverse velocity vanishes, and these states again run straight at the nearest image. For $0<|E|<4t$ the states with the largest $v_x$ have transverse velocity and, apart from special energies such as $E=\pm2t$, need not head for any image. There (2) is only a lower limit on the decay rate, though it can be a close one: at $E=-0.02$ the states with $k_x=k_y=k_z$ head for a diagonal image with $v_x=2ta\sqrt{1-(E/6t)^2}$, only 1.4 % below $2ta$. The rate quoted above is for $E=0$ alone.

## Mesh sizes along the contour

Let $\delta$ be the error allowed in $G$. Setting the right side of (3) to at most $\delta$ and solving for $N$,

$$N=\left\lceil\frac{1}{\kappa a}\ln\left(1+\frac{d}{t\,\delta\sinh\kappa a}\right)\right\rceil.\tag{4}$$

The occupation per spin is the integral of the density of states $-\mathrm{Im}\,G(E+i0)/\pi$ from below the band to the Fermi energy. Because $G$ is analytic in the upper half plane, the path can be bent into a semicircle with the same ends. With $M$ quadrature points and complex weights $w_j$,

$$n=-\frac1\pi\,\mathrm{Im}\sum_{j=1}^Mw_jG(z_j).$$

Errors $\delta_j$ in $G(z_j)$ change $n$ by at most $\sum_j|w_j|\delta_j/\pi$. Sharing a total tolerance $\tau$ equally among the points gives

$$\delta_j=\frac{\pi\tau}{M|w_j|}.$$

The example runs from $-0.14$ to $-0.02$ hartree, with the band bottom at $-0.12$, $M=12$ Gauss–Legendre points in the angle of the semicircle, and $\tau=10^{-4}$. At the last point $E=-0.02003$ lies within $\pm4t=\pm0.08$, so $c=E$ and $\sinh\kappa a=0.001738/0.04=0.04345$. The allowed error is $\delta=5.89\times10^{-3}$ hartree$^{-1}$, and (4) gives

$$N\ge\frac{1}{0.04343}\ln\frac{3}{0.02\times5.89\times10^{-3}\times0.04345}=\frac{13.28}{0.04343}\approx305.8,$$

hence 306. Near the top of the arc, at $E=-0.06827$, the logarithm is 11.4 and $\kappa a=1.179$, which gives $N=10$. The logarithms are similar; the factor of 27 in $\kappa$ makes the difference.

## Comparison of estimate and derivation

Selected points of the contour, energies in hartree:

| $E$ | $\eta$ | $\kappa a$ | $\eta a/v$ | $N$ |
|---|---|---|---|---|
| −0.1400 | 0.0017 | 0.963 | – | 11 |
| −0.1128 | 0.0503 | 1.152 | 2.191 | 10 |
| −0.0683 | 0.0588 | 1.179 | 1.471 | 10 |
| −0.0239 | 0.0212 | 0.508 | 0.530 | 24 |
| −0.0200 | 0.0017 | 0.0434 | 0.0434 | 306 |

The simple law reproduces (2) where it is most needed, at the point that takes the finest mesh. Higher on the arc it overstates the decay, by nearly a factor of two at $E=-0.1128$, and a mesh chosen with it would lose the guarantee of (3). There (2) should be used.

The first row answers the question about the two ends. Below the band no electron propagates at energy $E$, and $\kappa$ stays finite as $\eta\to0$: with $c=-0.08$, $\cosh\kappa a\to|E-c|/2t=1.5$ at the starting energy, or $\kappa a\approx0.96$. Nearness to the real axis is costly where there are states to carry the electron to the images.

With the chosen meshes the occupation is 0.35716 per spin, and the mesh error is $6\times10^{-8}$, far below the tolerance. At the last point the error of $G$ is about $10^4$ times smaller than allowed. The bound takes the worst transverse momentum and adds all contributions without regard to phase; the calculation does not separate the effects of these two steps. Formula (4) is thus a safe choice, and a smaller mesh may pass a direct convergence check. The variation along the contour cannot be ignored, however: $N=10$ at all points gives an occupation error of 0.013, or 130 times the tolerance.

The chosen meshes hold $2.9\times10^7$ k points in all, counted over the full zone without symmetry. Using $N=306$ at every energy would take 11.9 times as many. This ratio is close to the number of energies because the last point alone accounts for $306^3\approx2.87\times10^7$ of the total. The cost is therefore set mainly by $\kappa$ at this point, that is, by its height above the axis, 0.00174 hartree or 47 meV, together with the velocity at its energy. Each further factor of ten in the bound there adds $\ln10/0.0434\approx53$ points per axis. Halving $\eta$ at the same allowed error halves $\kappa$ and adds about $\ln2$ to the logarithm, so (4) gives $N=644$ and about nine times as many k points.

The numerical check compares (3) with a cubic Green function obtained from a time integral, without a k mesh. It also tests the decay rate on a chain with second-neighbour hopping, where the measured rate is 0.04996 per mesh point against $\eta a/v=0.05000$.

## Table of computed values

```
hopping t = 0.020 hartree, lattice constant a = 6.0 bohr
chain N=10: |mesh error| = 2.3664e+01 1/hartree
chain N=41: |mesh error| = 5.6777e+00 1/hartree
chain N=80: |mesh error| = 5.6767e-01 1/hartree
chain: E = -0.020, eta = 0.0020 hartree
chain: v = 0.20785 a.u., |G| = 28.7878 1/hartree
chain: kappa*a = 0.057671, eta*a/v = 0.057735
chain: relative correction to eta/v = -1.106e-03
chain band edge, eta = 0.0020 hartree: kappa*a = 0.22453
second-neighbour chain: measured rate per mesh point = 0.049963
second-neighbour chain: eta*a/v = 0.050000
cubic, E = 0, eta = 0.008053 hartree:
  mesh error N=48: 2.950e-04, N=96: 9.884e-09 1/hartree
  measured rate = 0.2147, kappa*a = 0.2000
contour: -0.140 to -0.020 hartree, 12 points; band bottom -0.120 hartree
occupation tolerance = 1.0e-04 electrons per spin
E, eta (hartree); kappa*a; eta*a/v (nan: no state at E); N;
  allowed and actual error of G (1/hartree)
 -0.13997  0.00174  0.96287      nan   11  5.89e-03  5.69e-05
 -0.13932  0.00900  0.97400      nan   12  2.60e-03  1.72e-05
 -0.13612  0.02122  1.01724      nan   11  1.74e-03  3.06e-05
 -0.12783  0.03623  1.08668      nan   11  1.37e-03  1.43e-05
 -0.11277  0.05026  1.15197  2.19124   10  1.19e-03  2.45e-05
 -0.09173  0.05884  1.18981  1.53868   10  1.11e-03  1.68e-05
 -0.06827  0.05884  1.17861  1.47107   10  1.11e-03  1.31e-05
 -0.04723  0.05026  1.05165  1.25651   11  1.19e-03  9.45e-06
 -0.03217  0.03623  0.81308  0.90568   15  1.37e-03  7.58e-07
 -0.02388  0.02122  0.50826  0.53043   24  1.74e-03  9.37e-06
 -0.02068  0.00900  0.22321  0.22507   56  2.60e-03  8.98e-06
 -0.02003  0.00174  0.04343  0.04344  306  5.89e-03  5.83e-07
occupation per spin, state counting = 0.3571649
occupation, contour with converged G = 0.3571650
occupation, contour with chosen meshes = 0.3571650
occupation error from meshes = 6.11e-08
N = 10 at all points: occupation error = 1.31e-02
k points, chosen meshes = 28855483 (full zone, all energies)
k points, largest mesh everywhere = 343831392
cost ratio = 11.92
hardest point: eta = 0.001738 hartree = 47.28 meV
hardest point: v = 0.2400 a.u.
hardest point: extra N per factor 10 in error = 53.0
```
